Signs in the Freysoldt correction for a defect of charge −1

**Problem**

A defect that has captured one electron is computed in a periodic cubic cell of side L and volume Ω = L³. The cell contains a uniform neutralizing background. The energy of the isolated defect is wanted, so a correction E_corr must be added to the cell energy. The Freysoldt scheme builds it from a lattice energy E_lat of a model charge and an alignment term, which is a charge times a potential difference. Here E_lat means the isolated minus the periodic energy of the model charge; where the opposite difference is called E_lat, it enters with the opposite sign. The sign written in front of the alignment term depends on whose potential is meant.

Conventions: Rydberg units are used, with e² = 2, lengths in bohr and energies in Ry. Charges are in units of e > 0, so the defect has q = −1. Two potentials are in use:

U(r) = potential energy of a charge +e (the electrostatic potential times e),

V(r) = −U(r) = potential energy of an electron.

Both are taken as defect cell minus bulk cell, and both have zero average over the cell.

The defect is represented by a dielectric model. Its charge density n(r) is the sum of a +3 Gaussian of width 1.0 and a −4 Gaussian of width 1.8, where a Gaussian of width s is proportional to exp(−r²/2s²). The permittivity is ε∞ = 10 far away and dips to 4 at the defect centre:

ε(r) = 10 − 6 exp[−r²/(2·1.5²)].

The cell has L = 16. The model charge is a Gaussian of total charge q and width σ = 1.0 in a uniform medium ε∞.

(a) Derive E_corr in terms of E_lat and the far plateau C_U of U_defect − U_model.
(b) Rewrite it with the plateau C_V of V_defect − V_model.
(c) Evaluate both forms. Do they agree, and is the correction positive?
(d) What happens if the conventions are mixed?

**Hints**

1. Do not start from a remembered formula. In this model the quantity wanted is W_iso − W_per, the isolated minus the periodic electrostatic energy, and it can be worked out for any spherical charge.

2. Near the defect, split the periodic potential into the isolated potential, the potential of the background, and a constant. The requirement of zero cell average fixes the constant.

3. Apply the result twice, to the defect and to the model charge, and subtract.

4. When changing convention, ask of each factor whether it is linear or quadratic in the charge.

**Solution**

*Energies.* In these units a point charge q in a uniform medium gives U = 2q/(εr). Since ∇²(1/r) = −4πδ(r), the Poisson equation in the cell is

∇·(ε∇U) = −8π(n − q/Ω).

The response is assumed linear, so the energy is half of charge times potential. The background contributes nothing to this integral because U has zero average:

W_per = ½∫(n − q/Ω) U_per d³r = ½∫n U_per d³r.

For the isolated defect there is no background. Let Q(r) be the charge enclosed in radius r. Gauss's law reads 4πr²ε U_iso′ = −8πQ(r), so

U_iso′ = −2Q(r)/(ε r²).

Inserting n = −∇·(ε∇U_iso)/8π into ½∫nU_iso and integrating by parts gives

W_iso = (1/16π)∫ε|∇U_iso|² d³r = ∫₀^∞ Q(r)²/(ε r²) dr.

The surface term vanishes at infinity, where it falls as 1/r. This integral provides a reference value that involves no model charge.

*The periodic potential near the defect.* Assume that n and ε are spherical about the defect and that the region where they differ from a point charge in the medium ε∞ fits well inside the cell. Then, near the defect,

U_per = U_iso + U_b + K + (angular terms).

Here U_b is due to the background density −q/Ω. It obeys ∇·(ε∇U_b) = +8πq/Ω, and integration over a sphere gives

4πr²ε U_b′ = (8πq/Ω)(4πr³/3), so U_b′ = 8πq r/(3Ωε(r)).

Its free constant is chosen so that outside the defect

U_b = a r², with a = 4πq/(3ε∞Ω).

What remains comes from the images and has no source near the defect. Its spherical part is therefore a constant, K. In a cubic lattice the angular terms begin at l = 4. They integrate to zero against the spherical n. The local permittivity also responds to them, but this response is driven by image fields of order L⁻⁵ and acts back through another factor L⁻⁵, so it is neglected.

*The constant K.* Compare with a lattice of point charges q in the uniform medium ε∞, again with background and zero average. Near one of the charges its potential is

U_pc = 2q/(ε∞r) + a r² − 2αq/(ε∞L) + (angular terms),

which defines the Madelung constant α = 2.8373 of the simple cubic lattice. Outside the defect regions, the defect lattice and the point lattice produce the same field, because a spherical charge acts there like a point charge. Their potentials differ there by a constant, called C_pt. Matching the two forms outside the defect gives

K = −2αq/(ε∞L) + C_pt.

Inside the defect region the difference U_per − U_pc is

C_pt + [U_iso − 2q/(ε∞r)] + [U_b − a r²].

Its cell average must vanish. The last bracket is localized and already proportional to 1/Ω, so its average is of order Ω⁻² and is dropped. Hence

C_pt = −(1/Ω)∫[U_iso − 2q/(ε∞r)] d³r.

The derivative of the bracket is −2[Q/ε − q/ε∞]/r². Integrating 4πr² times the bracket by parts, with vanishing boundary terms, gives

C_pt = −(8π/3Ω)∫₀^∞ r [Q(r)/ε(r) − q/ε∞] dr.

*The background integral.* The energy also needs ∫nU_b. Apply Green's identity to U_b and U_iso in a sphere of radius R that encloses the defect:

∫[U_b∇·(ε∇U_iso) − U_iso∇·(ε∇U_b)] d³r = 4πR²ε∞[U_b U_iso′ − U_iso U_b′] at r = R.

The left side is −8π∫nU_b − (8πq/Ω)∫U_iso. On the right, U_b = aR², U_b′ = 2aR, U_iso = 2q/(ε∞R) and U_iso′ = −2q/(ε∞R²), so the right side is

4πR²(−2aq − 4aq) = −24πaqR².

Dividing by −8π and rearranging,

∫nU_b d³r = −(q/Ω)∫U_iso d³r + 3aqR².

The last term is also the integral that turns U_iso into a difference from a point charge:

(q/Ω)∫2q/(ε∞r) d³r = (q/Ω)(2q/ε∞)(2πR²) = 4πq²R²/(ε∞Ω) = 3aqR².

Therefore

∫nU_b d³r = −(q/Ω)∫[U_iso − 2q/(ε∞r)] d³r = q C_pt.

*Assembling the energy.* With ∫n = q,

W_per = ½∫n(U_iso + U_b + K) = W_iso + ½qC_pt + ½q[−2αq/(ε∞L) + C_pt].

One half of qC_pt comes from the background potential and the other from the constant K. They add to a full qC_pt:

W_iso − W_per = αq²/(ε∞L) − q C_pt.

*(a) Electrostatic convention.* The same law holds for the model charge, with its own constant C_pt,m. For the model ε = ε∞, and an integration by parts gives

∫r(Q_m − q)dr = −½∫r² dQ_m = −(3/2)qσ²,

because the mean of r² in the Gaussian is 3σ². Thus

C_pt,m = 4πqσ²/(ε∞Ω),

E_lat = W_iso,m − W_per,m = αq²/(ε∞L) − 4πq²σ²/(ε∞Ω).

Far from the defect, U_defect and U_model each differ from U_pc by their own constant, so the plateau of their difference is C_U = C_pt − C_pt,m. Subtracting the two energy laws removes α:

E_corr = W_iso − W_per = E_lat − q C_U.

*(b) Electron convention.* Both V_defect and V_model are the negatives of the U potentials, so C_V = −C_U. The charge q is a property of the defect and does not change. E_lat is quadratic in the charge: with the electron density n_e = −n, ½∫nU = ½∫n_eV. It does not change either. Hence

E_corr = E_lat + q C_V = E_lat − N C_V,

where N = −q is the number of extra electrons. Both conventions thus follow one rule: subtract the number of test particles the defect carries times the plateau for that particle. Written as W_per = W_iso − E_lat + N C_V, the rule has a direct meaning. A positive C_V raises the periodic energy of the extra electron above what the model charge accounts for, and this excess has to be removed.

*(c) Numbers.* With Ω = 4096 bohr³,

αq²/(ε∞L) = 2.8373/160 = 0.01773 Ry,

4πq²σ²/(ε∞Ω) = 12.566/40960 = 0.00031 Ry,

E_lat = 0.01773 − 0.00031 = 0.01743 Ry (from unrounded values).

The planar average of U_defect − U_model, read at the plane farthest from the defect, gives C_U = −0.00302 Ry. The radial integral explains this value. For the defect it yields C_pt = −0.00332 Ry, and for the model C_pt,m = −0.00031 Ry; the difference is −0.00302 Ry when unrounded values are used. Most of C_pt comes from the spread of the charge. With uniform screening it would be

4π(3·1.0² − 4·1.8²)/(ε∞Ω) = 12.566·(−9.96)/40960 = −0.00306 Ry,

and the weaker screening at the defect centre supplies the rest.

The electron plateau was obtained separately, from its definition as an energy. Half an electron, a Gaussian of width 1 bohr at the cell corner (the point farthest from the defect, which sits at the cell centre), was added to the original charge in one calculation and subtracted from it in another. The two charges differ by one electron and the self-energy of the added charge cancels, so the difference of the two energies gives V averaged over that Gaussian. Near the corner only the background acts, so ∇²V = −8πq/(ε∞Ω) in both cells. For a test width s = 1 bohr the average therefore lies above the point value by (s²/2)∇²V = −4πq s²/(ε∞Ω) = 0.00031 Ry. This shift is the same in both cells and drops out of the difference. The average is −0.00639 Ry in the defect cell and −0.00941 Ry in the model cell, so

C_V = −0.00639 + 0.00941 = +0.00302 Ry.

V is negative at the corner, although an isolated defect with q = −1 repels a distant electron. This is no contradiction: V is measured here from its cell average and not from its value at infinity, so its sign at one point has no meaning of its own.

The two forms give

E_lat − qC_U = 0.01743 − (−1)(−0.00302) = 0.01441 Ry,

E_lat + qC_V = 0.01743 + (−1)(+0.00302) = 0.01441 Ry.

They agree, and the correction is positive: 0.0144 Ry, or 0.196 eV. The alignment term itself is negative in both conventions. The direct difference, which uses no model charge, is

W_iso − W_per = 0.10777 − 0.09336 = 0.01441 Ry.

Larger cells check the dependence on size:

L = 16: W_per = 0.09336, E_corr = 0.01441, sum 0.10777 Ry

L = 20: W_per = 0.09529, E_corr = 0.01248, sum 0.10777 Ry

L = 24: W_per = 0.09693, E_corr = 0.01084, sum 0.10777 Ry

The uncorrected energy is still 0.011 Ry below the isolated value at L = 24, while the corrected one agrees with it to the digits shown in all three cells.

*(d) Mixed conventions.* There are two different ways to mix them.

First, the plateau may be taken from electron potentials and inserted in the electrostatic formula. This gives

E_lat − qC_V = 0.01743 + 0.00302 = 0.02045 Ry.

The error is −2qC_V = 0.0060 Ry, or 0.082 eV, which is 42% of the correct value. The result is positive and of a plausible size, so it does not betray the error. One check is to repeat the calculation in a larger cell. The alignment term is proportional to 1/Ω at this order, and with the wrong sign the corrected energy keeps an error of that form.

Second, the model potential may be subtracted in the wrong convention, V_defect − U_model. This error is visible. Far from the defect the planar average Ū(z) sees the background alone, so ε∞Ū″ = 8πq/Ω for defect and model alike. In a consistent difference the curvatures cancel. In the mixed one, −(U_defect + U_model), they add to −16πq/(ε∞Ω). The curve is symmetric about the far plane, so at a distance d from it the change is

−8πq d²/(ε∞Ω) = 25.13·1.6²/40960 = 0.00157 Ry for d = 0.1L.

The computed range over z/L = 0.4 to 0.6 is 0.00157 Ry for the mixed difference and 0.000003 Ry for the consistent one. A parabola where a plateau should be is therefore a warning that the two potentials may not share a convention. It is not proof, since a model with the wrong ε∞ also leaves a curvature, by the same equation.

*Scope.* The derivation needs linear screening, a spherical defect in a cubic cell, and a charge that fits inside the cell. If the extra electron spreads over the whole cell, there is no outer region in which a plateau could be read. In a first-principles calculation these conditions hold at best approximately, and the flatness of the plateau and the agreement between cell sizes have to be examined. The symbol ε∞ stands here for the permittivity far from the defect, taken as isotropic; if the ions of the cell are relaxed, it must include their response and is the static value, not the electronic one. The signs of the terms are fixed by the derivation above, given the definitions of q, E_lat and the potentials. The numerical check is in the numerical check.

**Variation 1: a wider model charge**

*Repeat the calculation with σ = 1.5 bohr. Which quantities change?*

The width enters E_lat through −4πq²σ²/(ε∞Ω). Raising σ² from 1.00 to 2.25 changes E_lat by

−12.566·1.25/40960 = −0.00038 Ry,

from 0.01743 to 0.01704 Ry. The plateau contains −C_pt,m = −4πqσ²/(ε∞Ω), which changes by +0.00038 Ry for q = −1, so C_U goes from −0.00302 to −0.00264 Ry. Then

E_corr = 0.01704 − (−1)(−0.00264) = 0.01441 Ry (from unrounded values),

as before. Neither E_lat nor the alignment term has a meaning of its own, since each depends on an arbitrary width. Their combination does not, as long as the model charge also fits in the cell. This gives a practical test of the sign: with the wrong sign of the alignment term, the two changes would add instead of cancelling, and E_corr would depend on σ.

**Variation 2: must the correction be positive?**

*Keep q = −1, the widths and the cell, but replace the charges +3 and −4 by +30 and −31. Find E_corr.*

The total charge and the model are unchanged, so E_lat is still 0.01743 Ry. The neutral part of the distribution, positive inside and negative outside, is now much stronger, and the computed plateau is C_U = −0.02477 Ry. Hence

E_corr = 0.01743 − (−1)(−0.02477) = −0.00734 Ry.

The direct difference W_iso − W_per is −0.00734 Ry as well, so the negative sign is correct. The general condition for a positive correction is

q C_U < E_lat, or equally N C_V < E_lat.

In the main example this reads 0.00302 < 0.01743 and is satisfied; here 0.02477 exceeds 0.01743. The charges were made extreme on purpose and do not represent a realistic defect. They show that a positive result does not prove the signs right, and a negative one does not prove them wrong. What the conventions must satisfy is that they give the same number.

Computed values

```
defect charge q: -1 e
defect Gaussian: charge +3 e, width 1.0 bohr
defect Gaussian: charge -4 e, width 1.8 bohr
permittivity far away: 10.0
permittivity at defect centre: 4.0
width of permittivity dip: 1.5 bohr
model charge width: 1.0 bohr
cell side L: 16.0 bohr
Madelung constant alpha: 2.837297
point-charge term of E_lat: 0.017733 Ry
width term of E_lat: -0.000307 Ry
E_lat: 0.017426 Ry
C_pt of defect (radial integral): -0.003323 Ry
C_pt of model: -0.000307 Ry
background integral of n*U_b: 0.003323 Ry
C_U from planar average: -0.003020 Ry
test electron V, defect cell: -0.006390 Ry
test electron V, model cell: -0.009411 Ry
C_V from test electron: 0.003020 Ry
-q*C_U: -0.003020 Ry
+q*C_V: -0.003020 Ry
E_corr, electrostatic convention: 0.014406 Ry
E_corr, electron convention: 0.014406 Ry
isolated energy W_iso: 0.107771 Ry
periodic energy W_per: 0.093363 Ry
direct W_iso - W_per: 0.014408 Ry
E_corr in eV: 0.1960 eV
wrong sign: E_lat - q*C_V: 0.020447 Ry
error of wrong sign: 0.006039 Ry
error of wrong sign in eV: 0.0822 eV
planar range over z/L = 0.4 to 0.6:
  same convention: 0.0000032 Ry
  mixed conventions: 0.0015676 Ry
L (bohr), then in Ry: W_per, E_lat, C_U, E_corr, corrected
16 0.093363 0.017426 -0.003020 0.014406 0.107769
20 0.095286 0.014029 -0.001545 0.012484 0.107770
24 0.096934 0.011731 -0.000894 0.010837 0.107771
second model width: 1.5 bohr
  E_lat: 0.017043 Ry
  C_U: -0.002637 Ry
  E_corr: 0.014406 Ry
extreme case: charges +30, -31 e, same widths
  C_U: -0.024768 Ry
  E_corr: -0.007342 Ry
  direct W_iso - W_per: -0.007341 Ry
```
